\section*{Linear Stark effect in the n = 2 level of hydrogen}

\section{Two states and one coupling}

Let $|s\rangle$ and $|p\rangle$ be orthonormal states of equal energy, one even and one odd under $\mathbf r\to-\mathbf r$. A uniform field gives the electron an extra energy that is odd in $\mathbf r$. Its average in either state is zero, because the density of a state of definite parity is even. The field can still couple the two states. With a real coupling $-w$, where $w>0$, a combination $a|s\rangle+b|p\rangle$ has the energy shift $\lambda$ if
\begin{equation}
-wb=\lambda a,\qquad -wa=\lambda b .
\end{equation}
Inserting one equation into the other gives $\lambda^2=w^2$. For $\lambda=-w$ we find $b=a$, and for $\lambda=+w$ we find $b=-a$. The eigenstates are $(|s\rangle\pm|p\rangle)/\sqrt2$ with shifts $\mp w$. However small $w$ is, the mixing is complete, since no energy difference opposes it. Because $w$ is proportional to the field, so are the shifts.

The $n=2$ level of hydrogen contains such a pair, and two further states that the field leaves alone to first order. Two derivations of this follow.

\section{Conventions}

The nucleus is fixed, the electron is nonrelativistic, and spin is omitted. The electron has charge $-e$ and the field $F>0$ points along $+z$. The force on the electron is $-eF$ along $z$, so its energy in the field is $+eFz$. In atomic units
\begin{equation}
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r .
\end{equation}
The dipole operator is $d_z=-z$, in units of $ea_0$, where $a_0$ is the Bohr radius. The nucleus sits at the origin and contributes nothing. The $n=2$ level has energy $-1/8$ and contains four states: $2s$, $2p_0$, $2p_{+1}$ and $2p_{-1}$. Their radial functions are
\begin{equation}
R_{20}=\frac{1}{\sqrt2}\Bigl(1-\frac r2\Bigr)e^{-r/2},\qquad
R_{21}=\frac{1}{2\sqrt6}\,r\,e^{-r/2}.
\end{equation}
With $\int_0^\infty r^k e^{-r}dr=k!$, their norms are $\frac12(2-6+6)=1$ and $\frac1{24}\,4!=1$. The two angular functions needed explicitly are $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\,\cos\theta$.

\section{First derivation: a matrix in the degenerate level}

\subsection{Why a diagonalization is needed}

Let $\phi_i$ be the four states. Suppose that for weak field an eigenstate is $\psi=\sum_j c_j\phi_j+O(F)$, where the correction lies outside the level. Projecting $(H-E)\psi=0$ on $\phi_i$ gives
\begin{equation}
\Bigl(-\tfrac18-E\Bigr)c_i+F\sum_j\langle\phi_i|z|\phi_j\rangle c_j+O(F^2)=0 .
\end{equation}
The correction enters only through $Fz$, hence at order $F^2$, because $H_0$ does not connect it to $\phi_i$. To first order the shifts are therefore the eigenvalues of the matrix $F\langle\phi_i|z|\phi_j\rangle$.

\subsection{The matrix elements}

The product of two $2p$ functions is even under inversion, as is the square of $2s$. Multiplied by the odd function $z$, they integrate to zero. Between $2s$ and $2p_{\pm1}$ the integral over the azimuth is $\int_0^{2\pi}e^{\pm i\varphi}d\varphi=0$. Only the pair $2s$, $2p_0$ remains. With $z=r\cos\theta$, its radial factor is
\begin{equation}
\int_0^\infty R_{20}\,r\,R_{21}\,r^2dr
=\frac{1}{4\sqrt3}\int_0^\infty\Bigl(r^4-\frac{r^5}{2}\Bigr)e^{-r}dr
=\frac{24-60}{4\sqrt3}=-3\sqrt3 ,
\end{equation}
where $\sqrt2\cdot2\sqrt6=4\sqrt3$ was used. The angular factor is
\begin{equation}
\int Y_{00}\cos\theta\,Y_{10}\,d\Omega
=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega
=\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}=\frac1{\sqrt3}.
\end{equation}
Hence $\langle2s|z|2p_0\rangle=-3$. The sign depends on the sign chosen for the orbitals: reversing one of them reverses it and leaves the eigenvalues unchanged.

\subsection{Shifts and dipoles}

This is the opening case with $w=3F$. In ordinary units the four shifts are
\begin{equation}
-3ea_0F,\qquad 0,\qquad 0,\qquad +3ea_0F .
\end{equation}
The outer states are
\begin{equation}
\psi_\mp=\frac{1}{\sqrt2}\bigl(\phi_{2s}\pm\phi_{2p_0}\bigr),
\end{equation}
where the subscript of $\psi$ is the sign of the shift. The averages of $z$ in $2s$ and $2p_0$ vanish, so only the cross terms contribute:
\begin{equation}
\langle z\rangle_\mp=\pm\tfrac12\cdot2\,\langle2s|z|2p_0\rangle=\mp3,
\qquad d_z=\pm3\,ea_0 .
\end{equation}
The lower state has its electron displaced towards negative $z$, the direction of the force, and its dipole points along the field. Each first-order shift equals $-d_zF$. The states $2p_{\pm1}$ have no dipole, and neither has any combination of them, since $z$ has no matrix elements within that pair.

\subsection{The shape of the lower state}

Since $r\cos\theta=z$, the two orbitals are
\begin{equation}
\phi_{2s}=\frac{1}{\sqrt{4\pi}}\frac{1}{\sqrt2}\Bigl(1-\frac r2\Bigr)e^{-r/2},\qquad
\phi_{2p_0}=\frac{1}{\sqrt{4\pi}}\frac{z}{2\sqrt2}\,e^{-r/2}.
\end{equation}
Adding them and dividing by $\sqrt2$ gives
\begin{equation}
\psi_-=\frac{1}{4\sqrt\pi}\Bigl(1-\frac{r-z}{2}\Bigr)e^{-r/2}.
\label{hybrid}
\end{equation}
It vanishes where $r-z=2$. With $\rho^2=x^2+y^2$, squaring $r=z+2$ gives $\rho^2=4+4z$, a paraboloid around the $z$ axis.

The probability of finding the electron at $z<0$ measures the asymmetry. The squares of the two orbitals together contribute $1/2$. The cross term contributes the product of
\begin{equation}
\int_0^\infty R_{20}R_{21}r^2dr=\frac{6-12}{4\sqrt3}=-\frac{\sqrt3}{2},
\qquad
\int_{z<0}Y_{00}Y_{10}\,d\Omega=\frac{\sqrt3}{2}\int_{-1}^{0}c\,dc=-\frac{\sqrt3}{4},
\end{equation}
which is $3/8$. The electron is at $z<0$ with probability $7/8$.

\section{Second derivation: parabolic coordinates}

\subsection{Separating the equation with the field present}

The node of $\psi_-$ suggests the coordinates
\begin{equation}
\xi=r+z,\qquad \eta=r-z,\qquad r=\frac{\xi+\eta}{2},\qquad z=\frac{\xi-\eta}{2}.
\end{equation}
Their gradients are $\nabla\xi=\hat{\mathbf r}+\hat{\mathbf z}$ and $\nabla\eta=\hat{\mathbf r}-\hat{\mathbf z}$. Therefore
\begin{equation}
|\nabla\xi|^2=2+\frac{2z}{r}=\frac{2\xi}{r},\quad
|\nabla\eta|^2=\frac{2\eta}{r},\quad
\nabla\xi\cdot\nabla\eta=0,\quad
\nabla^2\xi=\nabla^2\eta=\frac2r .
\end{equation}
For a function $\chi(\xi,\eta)$ the chain rule then gives
\begin{equation}
\nabla^2\chi=\frac2r\bigl[\xi\chi_{\xi\xi}+\chi_\xi+\eta\chi_{\eta\eta}+\chi_\eta\bigr].
\end{equation}
For magnetic quantum number $m=\pm1$ write $\psi=u\chi$ with $u=x\pm iy$. Here $\nabla^2u=0$, $\hat{\mathbf r}\cdot\nabla u=u/r$ and $\hat{\mathbf z}\cdot\nabla u=0$. The cross term $2\nabla u\cdot\nabla\chi=(2u/r)(\chi_\xi+\chi_\eta)$ adds one more first derivative in each variable. Both cases are covered by the coefficient $1+\mu$ in front of the first derivatives, with $\mu=|m|$.

Multiply the Schr\"odinger equation by $-r$, use $rz=(\xi^2-\eta^2)/4$, and set $E=-\kappa^2/2$ and $\chi=f(\xi)g(\eta)$. The equation separates into
\begin{align}
\xi f''+(1+\mu)f'+\Bigl(\beta_1-\frac{\kappa^2}{4}\xi-\frac F4\xi^2\Bigr)f&=0,\label{xi}\\
\eta g''+(1+\mu)g'+\Bigl(\beta_2-\frac{\kappa^2}{4}\eta+\frac F4\eta^2\Bigr)g&=0,\label{eta}
\end{align}
with $\beta_1+\beta_2=1$, the coefficient left by the Coulomb term.

\subsection{Zero field}

For $F=0$ put $f=e^{-\kappa\xi/2}p(\xi)$. The terms in $\kappa^2\xi$ cancel, leaving
\begin{equation}
\xi p''+(1+\mu-\kappa\xi)p'+\Bigl(\beta_1-\frac{(1+\mu)\kappa}{2}\Bigr)p=0 .
\end{equation}
The solution $p=1$ has $\beta_1=(1+\mu)\kappa/2$. For $\mu=0$, $p=1-\kappa\xi$ gives $-\kappa p+(\beta_1-\kappa/2)p=0$, so $\beta_1=3\kappa/2$. The same holds for $g$.

Three kinds of product have $\beta_1+\beta_2=2\kappa$, hence $\kappa=1/2$ and $E=-1/8$:
\begin{itemize}
\item $\mu=0$ with the node in $\eta$, which is $\psi_-$ of equation~\eqref{hybrid} up to its norm;
\item $\mu=0$ with the node in $\xi$, which is $\psi_+$;
\item $\mu=1$ with no node, which gives $2p_{+1}$ and $2p_{-1}$.
\end{itemize}
These are four independent states, so they fill the level.

\subsection{First order in the field}

At fixed $\kappa$, equation~\eqref{xi} is an eigenvalue problem for $\beta_1$. Multiplied by $-\xi^\mu$ it reads
\begin{equation}
-(\xi^{1+\mu}f')'+\frac{\kappa^2}{4}\xi^{1+\mu}f+\frac F4\xi^{2+\mu}f=\beta_1\xi^\mu f .
\end{equation}
Let $f_0$ and $\beta_1^0$ solve it at $F=0$ with the same $\kappa$. Multiply the equation for $f$ by $f_0$, that for $f_0$ by $f$, subtract, and integrate. The derivative terms combine into $\bigl[\xi^{1+\mu}(ff_0'-f_0f')\bigr]_0^\infty$. For solutions that are regular at the origin, with $f$ and $f'$ finite there, this vanishes at $\xi=0$ because of the factor $\xi^{1+\mu}$, and at infinity if $f$ is expanded in $F$ with decaying terms. Replacing $f$ by $f_0$ in what remains gives, to first order,
\begin{equation}
\beta_1=\beta_1^0+\frac F4\langle\xi^2\rangle,\qquad
\beta_2=\beta_2^0-\frac F4\langle\eta^2\rangle .
\end{equation}
The averages use the weights $\xi^\mu f_0^2$ and $\eta^\mu g_0^2$, each divided by its integral. The second result has the opposite sign because $F$ enters \eqref{eta} with the opposite sign.

The condition $\beta_1+\beta_2=1$ becomes $2\kappa+\frac F4(\langle\xi^2\rangle-\langle\eta^2\rangle)=1$. It changes $\kappa$ from $1/2$ by $\delta\kappa=-\frac F8(\langle\xi^2\rangle-\langle\eta^2\rangle)$. Since $E=-\kappa^2/2$, the energy changes by $-\kappa\,\delta\kappa$:
\begin{equation}
\delta E=\frac{F}{16}\bigl(\langle\xi^2\rangle-\langle\eta^2\rangle\bigr).
\end{equation}
For $\mu=0$ and $\kappa=1/2$, set $t=\xi/2$ or $t=\eta/2$. The factors without and with a node give
\begin{equation}
4\int_0^\infty t^2e^{-t}dt=8,\qquad
4\,\frac{\int_0^\infty t^2(1-t)^2e^{-t}dt}{\int_0^\infty(1-t)^2e^{-t}dt}
=4\,\frac{2-12+24}{1-2+2}=56 .
\end{equation}
With the node in $\eta$, $\delta E=F(8-56)/16=-3F$. With the node in $\xi$, $\delta E=+3F$. For $\mu=1$ the two factors are alike and $\delta E=0$.

The dipole follows from the same averages. From $\xi=r(1+c)$ and $\eta=r(1-c)$, with $c=\cos\theta$, the Jacobian gives $d\xi\,d\eta=2r\,dr\,dc$. The volume element is then $r^2dr\,dc\,d\varphi=\frac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$. Since $z(\xi+\eta)=\frac12(\xi^2-\eta^2)$, for $\mu=0$
\begin{equation}
\langle z\rangle=\frac12\,\frac{\langle\xi^2\rangle-\langle\eta^2\rangle}{\langle\xi\rangle+\langle\eta\rangle}.
\end{equation}
The first moments are $2$ without a node and $2(1-4+6)=6$ with one. The lower state has $\langle z\rangle=\frac12(8-56)/8=-3$ and $d_z=+3$, as before.

\section{What each derivation assumes}

Both assume a fixed nucleus, no relativistic terms, and an expansion to first order in $F$. They differ in how they find the right states. The matrix method starts from any basis of the level and lets the diagonalization choose. The parabolic method has no choice to make: at $F=0$, for given $\mu$ and $\kappa$, each one-variable equation has discrete, nondegenerate values of $\beta_1$ or $\beta_2$. The expansion in $F$ starts from these, and the field preserves the separation of variables. That relies on $r$ times the potential being the sum of a function of $\xi$ and a function of $\eta$. A Coulomb term plus a uniform field has this form; a general potential, for example one with an added term proportional to $r^2$, does not. The matrix method can also accommodate a small splitting inside the level.

Let $2s$ lie above $2p_0$ by $\delta$. Measured from their mean, the matrix and its eigenvalues are
\begin{equation}
\begin{pmatrix}\delta/2&-3F\\-3F&-\delta/2\end{pmatrix},
\qquad \lambda_\pm=\pm\tfrac12\sqrt{\delta^2+36F^2}.
\end{equation}
For a normalized eigenstate, $d\lambda/dF=\langle z\rangle$, because the change of the state itself contributes $\lambda\,d\langle\psi|\psi\rangle/dF=0$. The lower state therefore has
\begin{equation}
d_z=-\frac{d\lambda_-}{dF}=\frac{18F}{\sqrt{\delta^2+36F^2}} .
\label{split}
\end{equation}
For $6F\gg\delta$ this is $3$. For $6F\ll\delta$ it is $18F/\delta$, an induced dipole, and the shift $-9F^2/\delta$ is quadratic. The dipole $3ea_0$ is thus permanent in a restricted sense: it survives the limit $F\to0$ if the level is degenerate.

Spin--orbit coupling sets a scale for $\delta$. Take it in its standard form $(\alpha^2/2r^3)\,\mathbf L\cdot\mathbf S$, with $\alpha$ the fine-structure constant. For $2p$, $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-2-\frac34]$ is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. Also $\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24}$. The splitting is $\frac32\cdot\frac{\alpha^2}{2}\cdot\frac1{24}=\alpha^2/32$. This separates two $2p$ levels from each other, whereas the two-state model contains only one $2p$ level. Using it for $\delta$ therefore only sets a scale: the field at which the Stark splitting $6F$ equals the spin--orbit splitting. It does not give the dipole of real hydrogen in such a field. With all relativistic terms of order $\alpha^2$ included, $2s$ remains degenerate with the $j=\frac12$ level of $2p$, and at that order a linear effect survives between those two, with coupling $\sqrt3\,F$ in place of $3F$. In real hydrogen the Lamb shift, a radiative effect measured as $4.4\times10^{-6}$ eV, lifts this degeneracy as well. The dipole then vanishes as $F\to0$, and the shifts are quadratic once $\sqrt3\,F$ is small compared with the Lamb shift.

Strong fields set the other limit. Coupling to other $n$ adds shifts of order $F^2$. Moreover, the potential falls without bound at large negative $z$, so the levels are strictly resonances that can decay. On the negative axis, at distance $s$ from the nucleus, the potential is $-1/s-Fs$. Its maximum is at $s=1/\sqrt F$, with value $-2\sqrt F$. From a level below this saddle the electron can escape in the static potential only by tunnelling. Decay by emission of light is not part of the model.

\section{Hydrogen at 0.001 V/\AA}

With $a_0=0.529177$~\AA, the dipole of the outer states has magnitude $3\times0.529177=1.58753$~$e$\,\AA, or 7.63 debye. The outer shifts are
\begin{equation}
\pm1.58753\ e\,\text{\AA}\times0.001\ \text{V/\AA}=\pm0.0015875\ \text{eV},
\end{equation}
around the level at $-3.40$ eV. The gap to $n=3$ is $1.89$ eV, about 1200 times the shift.

To include the other levels, $H$ was diagonalized numerically in a basis of Laguerre polynomials times $r^le^{-r/2}$ and spherical harmonics, with $l\le4$ and ten radial functions for each $l$. Such a basis of decaying functions gives the position of a level but not its decay rate. The outer shifts become $-0.0015884$ and $+0.0015867$ eV. Their mean, $-8.6\times10^{-7}$ eV, is the quadratic part, about $0.05\%$ of the linear shift. The $m=\pm1$ states move by $-8.0\times10^{-7}$ eV, so their zero shift is a first-order statement. The dipoles become $+1.58926$ and $-1.58580$ $e$\,\AA: both states gain an induced part of $0.0017$ $e$\,\AA\ along the field. This fits the quadratic shift. An energy $-\frac12aF^2$ gives a dipole $aF$, which is $2\times8.6\times10^{-7}/0.001=0.0017$ $e$\,\AA.

The field is $1.9447\times10^{-5}$ in atomic units, so the saddle lies at $-2\sqrt{1.9447\times10^{-5}}\times27.211=-0.240$ eV, far above the level.

The spin--orbit scale is $\delta=4.53\times10^{-5}$ eV. The digits above therefore describe the nonrelativistic, fixed-nucleus model and not real hydrogen. In the $m=\pm1$ states with definite spin along $z$ the average of $\mathbf L\cdot\mathbf S$ is $\pm\frac12$, which moves them by $\pm\delta/3\approx\pm1.5\times10^{-5}$ eV, far more than their quadratic shift. The spin-independent relativistic terms of the same order lower $2p$ by a further $2.6\times10^{-5}$ eV and $2s$ by $5.7\times10^{-5}$ eV, and so lower both outer levels by about $4\times10^{-5}$ eV. The finite nuclear mass changes the linear shift by about $0.05\%$, as much as the quadratic part. The ratio $6F/\delta$ is $2\times0.0015875/(4.53\times10^{-5})\approx70$, and equation~\eqref{split} lowers the dipole by only one part in $10^4$. In a field a thousand times weaker the ratio is $0.070$, and the dipole of the lower state falls to $0.11$ $e$\,\AA. In this two-state model the linear law has then given way to the quadratic one. The figure $0.11$ illustrates equation~\eqref{split} for this choice of $\delta$; it is not a prediction for hydrogen, whose fine structure the two-state model does not describe.

Numbers in the example were calculated in double precision.
